# Hole-Polaron Coupling from Interpolated Geometries and Its Dependence on Path

## What fixes the form of the gap

Let two localized hole states $|a\rangle$ and $|b\rangle$, orthonormal and real, have energies $E_a,E_b$ and off-diagonal element $-V$. Apart from the mean energy, their Hamiltonian has two components, $D/2$ and $-V$, where $D=E_a-E_b$. Rotating the basis by an angle $\theta$ rotates the vector $(D/2,-V)$ by $2\theta$ and keeps its length. The gap $G$ between the eigenvalues cannot depend on the basis, so it depends on that length alone. Since $G$ is an energy, it is proportional to the length. At $V=0$ it must equal $|D|$, which sets the factor to 2:

$$G^2=D^2+4V^2. \tag{1}$$

Let $q$ denote the lattice geometry. If $D$ is negative at polaron A and positive at polaron B, any path on which $D$ is continuous meets the seam $D=0$, where $G=2|V|$. A scan therefore measures the coupling at the point where its path meets the seam. All paths give the same coupling if $V$ is constant on the seam. Otherwise the path is part of the result.

## Model and relaxed endpoints

The model has local distortions $x_1,x_2$ around two oxygen atoms and a bending displacement $y$ that changes their distance; negative $y$ means approach. The lattice is classical and harmonic:

$$E_{\rm lat}=\tfrac12K(x_1^2+x_2^2)+\tfrac12K_yy^2 .$$

The hole energies on the oxygens are $e_A=-Fx_1$ and $e_B=\delta-Fx_2$. The direct hopping element is $-t(y)$ with $t=t_0e^{-y/\ell}$. Each oxygen also couples by $-t_b$ to a cation bridge level at energy $W$. The hole occupies the lowest of the three states. This third orbital makes the two-state description an approximation that can be tested.

Let $c_A,c_B$ be the oxygen amplitudes of the lowest normalized state. Its energy derivative is the expectation value of the derivative of the Hamiltonian, because changes of a normalized eigenvector contribute nothing at first order. Zero total force then gives

$$x_1=\frac FK c_A^2,\qquad x_2=\frac FK c_B^2,\qquad K_yy+\frac{2c_Ac_Bt}{\ell}=0. \tag{2}$$

Solving (2) from two localized guesses gives $q_A$ and $q_B$. The straight path is $q(s)=(1-s)q_A+sq_B$.

## Extracting the diabatic quantities

**With a position operator.** At each image take the two lowest adiabatic states and the position matrix $r_{ij}$ along the A–B axis, with A at the smaller position. The diabatic states are defined as the eigenvectors of this $2\times2$ matrix (generalized Mulliken–Hush). In the adiabatic basis the traceless Hamiltonian is the vector $(-G/2,0)$, and the position matrix points along

$$\mathbf n=\frac{(r_{11}-r_{22},\,2r_{12})}{R},\qquad R=\sqrt{(r_{11}-r_{22})^2+4r_{12}^2}.$$

The component of the Hamiltonian along $\mathbf n$ is $(E_b-E_a)/2$, since $b$ has the larger position. The perpendicular component is the coupling. Hence

$$D=G\,\frac{r_{11}-r_{22}}{R},\qquad |V|=G\,\frac{|r_{12}|}{R}. \tag{3}$$

At polaron A the lower state sits at A, so $r_{11}<r_{22}$ and $D<0$, as required. Squaring and adding recovers (1).

**With site projections.** Let the matrix $P$ contain the amplitudes of the two adiabatic states on the two oxygen orbitals. Write its singular-value decomposition as $P=L\Sigma R^T$. The orthogonal matrix $Q=LR^T$ gives the diabatic Hamiltonian $Q\,{\rm diag}(E_-,E_+)Q^T$. On 101 images of the straight path, the two definitions differ by less than 0.03 meV in $E_a$, $E_b$ and $V$. Projection is the natural choice in a periodic cell, where the ordinary position operator is not single-valued.

**From energies alone.** If $V$ hardly changes along the path,

$$V\simeq\frac{G_{\min}}2,\qquad D\simeq\pm\sqrt{G^2-G_{\min}^2},\qquad E_{a,b}=\frac{E_-+E_+}{2}\pm\frac D2. \tag{4}$$

The sign of $D$ is negative before the minimum and positive after it. On the straight path this route misses $D$ by less than 0.8 meV.

## When the smallest gap is not twice the coupling

Let $\tau$ be the path parameter measured from the crossing, and linearize $D=D'\tau$ and $V=V_*+V'\tau$. Then

$$G^2=D'^2\tau^2+4(V_*+V'\tau)^2.$$

Setting the derivative to zero gives

$$\tau_{\min}=-\frac{4V'V_*}{D'^2+4V'^2}.$$

At this point $V=V_*D'^2/(D'^2+4V'^2)$ and $D=-4V'V_*D'/(D'^2+4V'^2)$. Inserting both into (1),

$$G_{\min}^2=\frac{4V_*^2D'^2(4V'^2+D'^2)}{(D'^2+4V'^2)^2}
\;\Rightarrow\;
\frac{G_{\min}}2=\frac{|V_*|}{\sqrt{1+4V'^2/D'^2}}. \tag{5}$$

The energy-only coupling is too small whenever the coupling has a slope at the crossing. Within this linearization the relative error is second order in $V'/D'$.

## Reorganization energy and barrier

Omit the bridge for the moment and let both diabats have the same stiffness. Let $z$ run from 0 at the minimum of diabat $a$ to 1 at that of $b$. With $\Delta$ the energy of the second minimum relative to the first,

$$E_a=\lambda z^2,\qquad E_b=\lambda(1-z)^2+\Delta,\qquad D=\lambda(2z-1)-\Delta. \tag{6}$$

Here $\lambda=E_a(1)-E_a(0)$. In the local model it equals $\frac12K[(F/K)^2+(F/K)^2]=F^2/K$.

The relaxed polarons are not quite at $z=0$ and $z=1$. By (2), a minority population $p$ on the other site shifts the geometry by the fraction $p$. In a two-state eigenvector the population difference is $|D|/G$, so $p=(1-|D|/G)/2$. Setting $z=p_A$ and $z=1-p_B$ in (6) and subtracting gives

$$D_B-D_A=2\lambda(1-p_A-p_B),\qquad
\lambda=\frac{|D_A|+|D_B|}{2(1-p_A-p_B)}. \tag{7}$$

The diabats cross at $z_*=(\lambda+\Delta)/(2\lambda)$, at height $\lambda z_*^2$. Coupling lowers the crossing point by $V$. At polaron A the vertical gap is about $\lambda+\Delta$, so second-order perturbation theory lowers the minimum by $V^2/(\lambda+\Delta)$. The barrier from relaxed A is

$$B\simeq\frac{(\lambda+\Delta)^2}{4\lambda}-V+\frac{V^2}{\lambda+\Delta}. \tag{8}$$

This holds for $V\ll\lambda$ and small $|\Delta|$. For $\Delta=0$ it becomes $(\lambda-2V)^2/(4\lambda)$, which vanishes at $\lambda=2V$. The curvature of the lower surface at the crossing confirms this limit. With $D=2\lambda\tau$, the surface near the crossing is $\lambda\tau^2-\lambda^2\tau^2/(2V)$ plus a constant, and it stops being a maximum at $\lambda=2V$. For larger coupling there are no two localized holes to interpolate between. This limit is for $\Delta=0$; a bias removes the higher minimum earlier. For $\lambda=1.6$ eV and $\Delta=0.1$ eV it disappears near $V=0.62$ eV rather than 0.80 eV.

## How path displacement enters

For minima $q_a,q_b$ and a common stiffness matrix $\mathsf K$, the gradient of $D$ is $\mathsf K(q_b-q_a)$. Minimizing $E_a$ on the seam requires its gradient to be parallel to this vector, so $q-q_a\propto q_b-q_a$. The lowest diabatic crossing $q_*$ therefore lies on the straight line. A displacement $u$ within the seam obeys $u^T\mathsf K(q_b-q_a)=0$, which removes the linear term in the energy:

$$E_a(q_*+u)-E_a(q_*)=\tfrac12u^T\mathsf Ku. \tag{9}$$

The coupling changes by $u\cdot\nabla V$ at first order. Subtracting $V$ from the diabatic energy thus moves the adiabatic saddle off the straight line whenever $\nabla V$ has a component in the seam.

In this model the relevant displacement is $y$. Near equal populations, the part of the energy that depends on it is $\frac12K_yy^2-t(y)$. Put $y=-\ell\zeta$ and $a=t_0/(K_y\ell^2)$. The zero-force condition becomes $\zeta=ae^\zeta$, or $(-\zeta)e^{-\zeta}=-a$, so that

$$y=\ell W_0(-a), \tag{10}$$

with $W_0$ the principal Lambert function. The maximum of $\zeta e^{-\zeta}$ is $1/e$, so a solution needs $a\le1/e$. The curvature is $K_y(1-\zeta)$, which is positive for $\zeta<1$ and hence for $a<1/e$. Beyond the second solution, at $\zeta>1$, the exponential drives the energy down without limit. That region is an artefact of omitting short-range repulsion and must be excluded from path searches.

## Procedure and cost

    relax qA and qB; align cells and match atom labels
    for each path and each image q(s):
        compute the two lowest states, E- and E+
        obtain D and V by position or by projection
    locate D = 0; record V and the crossing energy
    locate the minimum of G and the maximum of E-
    repeat with displaced and saddle-guided paths
    refine the saddle; check one negative Hessian eigenvalue
    descend from both sides; confirm arrival at qA and qB

For $M$ paths of $N$ images the cost is $MN$ two-state calculations. The $2\times2$ algebra is negligible in a first-principles application. A central-difference Hessian for $n$ coordinates adds $2n$ force calculations.

A coarse scan need not place an image on the crossing. If the nearest image is off by $\delta s$, equation (1) gives a raw half gap of $\sqrt{V^2+(D'\delta s/2)^2}$, which is too large. For constant $V$ and linear $D$, however, $G^2$ is a parabola $\alpha s^2+\beta s+\gamma$. Three images around the minimum then give

$$V=\tfrac12\sqrt{\gamma-\beta^2/(4\alpha)}. \tag{11}$$

The argument of the root must be positive, but a positive value does not confirm that $V$ is constant. If $V$ is linear in $s$, $G^2$ is still a parabola and (11) returns the $G_{\min}/2$ of (5), not the coupling at the crossing. A negative value shows that constant $V$ and linear $D$ are not good enough over the three images, or that the computed gaps contain errors.

## Worked example

The inputs are $K=1000$ and $K_y=200$ eV/nm², $F=40$ eV/nm, $\delta=t_0=0.10$ eV, $\ell=0.05$ nm, $t_b=0.40$ eV and $W=3.0$ eV. The oxygens are 0.28 nm apart and the temperature is 300 K.

The relaxed endpoints have $D_A=-1.646$ eV and $D_B=1.440$ eV, with minority populations 0.0077 and 0.0100. Equation (7) gives

$$\lambda=\frac{1.646+1.440}{2(1-0.0177)}=1.571\ {\rm eV}.$$

The bare value $F^2/K$ is 1.600 eV. Two effects of the bridge make up the 0.029 eV difference. It holds about 0.9% of the hole, which shortens the distortion. It also lowers the undistorted site more than the distorted one, since the latter is further from $W$. The two are of similar size, and their split depends on the order in which they are counted: 0.011 and 0.018 eV if the bare site energies are evaluated at the relaxed geometries, and 0.014 and 0.015 eV if the bridge weight is first removed from the forces.

On the straight path $V=0.144$ eV, and the extracted bias is $\Delta=0.099$ eV. Equation (8) gives $0.444-0.144+0.012=0.312$ eV, against 0.313 eV from the scan.

The coupling can be traced to its two parts. At equal oxygen energies $e$, the antisymmetric combination has energy $e+t$ and does not couple to the bridge. The symmetric one has energy $e-t$ and couples with strength $\sqrt2\,t_b$. Its lower eigenvalue obeys $E_-=e-t-2t_b^2/(W-E_-)$, so

$$V=\frac{G}{2}=t+\frac{t_b^2}{W-E_-}. \tag{12}$$

Replacing $E_-$ by $e$ gives $0.1037+0.0427=0.1464$ eV. Since $E_-$ lies below $e$, the true denominator is larger. Iterating (12) gives $W-E_-\simeq3.93$ eV and $V=0.144$ eV, the scanned value.

With six images the smallest raw half gap is 0.177 eV, 23% above the refined coupling. Equation (11) applied to the same images gives 0.144 eV.

### Changing the path

The endpoints and all parameters are held fixed. The bowed paths add a displacement of $\pm0.02$ nm in $y$ at mid-path. The undistorted path first removes the distortion at A and then builds the one at B. Energies are in eV, measured from relaxed A.

| Path | $V$ at crossing | Crossing energy | Barrier |
|---|---:|---:|---:|
| straight | 0.144 | 0.457 | 0.313 |
| undistorted | 0.150 | 0.798 | 0.686 |
| compressed | 0.195 | 0.504 | 0.310 |
| stretched | 0.111 | 0.489 | 0.378 |
| via saddle | 0.169 | 0.472 | 0.304 |

The coupling ranges over a factor of 1.8. The compressed path has a higher diabatic crossing than the straight one but a slightly lower barrier, because its gain in coupling outweighs the strain. The coupling and the barrier therefore need separate convergence checks.

For the undistorted path, (9) predicts an extra crossing energy of 0.350 eV; the scan gives 0.341 eV. The bridge lowers each diabat by about $t_b^2/(W-e)$, which grows from 0.043 eV at the straight crossing to $0.16/3.0=0.053$ eV here. This has the sign and roughly the size of the difference.

The barrier on that path is also higher than the crossing energy minus $V$, which is 0.648 eV. Its top lies at the undistorted waypoint. Both legs leave it with positive $x_1$ or $x_2$, which lowers the hole energy linearly while strain grows quadratically, so the energy falls along both legs. At the waypoint the two-state energy is $0.05-\sqrt{0.05^2+0.150^2}=-0.108$ eV. At the crossing the strain of 0.003 eV and the oxygen energy of $-0.001$ eV add to 0.002 eV, so the two-state energy is $0.002-0.150=-0.148$ eV. The difference of 0.040 eV accounts for the higher top to within 0.002 eV. A barrier must therefore be read from the maximum of $E_-$, not inferred from the crossing.

A skewed path, with $y$ changed by $0.02\sin(2\pi s)$ nm, has $D'=3.09$ eV and $V'=0.275$ eV. The coupling at its crossing is 0.153 eV, and (5) gives $0.153/1.016=0.151$ eV for half the smallest gap, as scanned.

### The saddle

Here $a=0.20$, below the limit 0.368. Equation (10) gives $y=-0.0130$ nm, while the full saddle has $-0.0126$ nm. The saddle distortions and (2) give $2c_Ac_B=0.977$, not 1, which weakens the attraction by 2.3%. Differentiating $\zeta=ae^\zeta$ multiplies this relative change by $1/(1-\zeta)=1.35$, giving the 3% difference.

The saddle lies 0.009 eV below the straight-path maximum, a Boltzmann factor of 1.41 at 300 K. Descent from its two sides reaches A and B. As a further test, 60 random smooth paths were made by adding half- and full-period sine displacements, each of amplitude up to 0.012 nm per coordinate. None had a maximum below the saddle. This supports the saddle as the lowest pass in the sampled region but does not prove it globally.

## Effects outside the classical scan

**Tunnelling.** With effective masses of 16 u for $x_1,x_2$ and 8 u for $y$, the unstable mode at the saddle has quantum $\hbar\omega=0.097$ eV. An inverted parabola transmits with probability $1/(1+e^{-2\pi E/\hbar\omega})$, where $E$ is measured from its top. Integration of the wave equation at $E=0.2\hbar\omega$ agreed with this law within 0.002. Let $\nu=\hbar\omega/kT=3.75$ and average over energies $E=kT\epsilon$. The substitution $w=e^{-2\pi\epsilon/\nu}$ gives

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-\epsilon}\,d\epsilon}{1+e^{-2\pi\epsilon/\nu}}
=\frac{\nu}{2\pi}\int_0^\infty\frac{w^{\nu/2\pi-1}}{1+w}\,dw
=\frac{\nu/2}{\sin(\nu/2)}=1.96 .$$

In this parabolic estimate tunnelling roughly doubles the rate, more than the path correction does. The estimate ignores the change of barrier shape away from the top, which lowers the one-dimensional factor along the descent path to about 1.85. It also ignores the zero-point energies of the modes at A and of the stable modes at the saddle. The formula requires $\nu<2\pi$ and fails on cooling towards that limit.

**Electronic transitions.** For a thermal relative speed $\sqrt{2kT/M}$, with $M$ the 16 u mass, the Landau–Zener probability of staying on the lower surface, $1-\exp[-2\pi V^2/(\hbar|\dot D|)]$, is 0.9999 at that one speed; averaging over the thermal flux of speeds lowers it to about 0.995. The adiabatic barrier is then the relevant one.

**Fluctuating distance.** With the bare stiffness $K_y$, thermal and zero-point motion spreads $y$ by 0.012 nm, or 24% of $\ell$. The direct hopping varies by about that fraction during motion. Near the saddle the curvature is reduced by the factor $1-\zeta$, so the spread there is somewhat larger. One coupling per site pair is therefore a simplification.

**Field and anharmonicity.** A field of 1 MV/cm along the pair, favouring B, tilts the sites by 0.028 eV and lowers the barrier by 0.014 eV. Replacing the local strain energy by $\frac12Kx^2(1-cx)$ with $c=1$ nm$^{-1}$ lowers that energy by 4%, the restoring force by 6% and the stiffness by 12% at $x=0.04$ nm. After renewed relaxation the barrier is 0.026 eV higher, nearly three times the path correction.

## Use for real oxides

The parameters are meant to resemble neighbouring oxygen-2p holes in an amorphous wide-gap oxide. The oxygen distance and the local phonon quantum of 0.051 eV are of typical size. The reorganization energy and hopping are plausible round values, not calculated properties of a particular oxide, so the 0.30 eV barrier is a model result. Real amorphous films break the assumption of one fixed site pair. By (8), a change of 0.1 eV in site offset alone moves the barrier by about 0.05 eV, or a factor of about 7 to 8 in the Boltzmann weight at 300 K. Pair distances vary as well, so a film needs a distribution of pairs.

In first-principles work, the electronic-structure method affects the localization of the hole. At fixed $V$ and small $\Delta$, an error of 0.1 eV in $\lambda$ shifts (8) by about 0.025 eV. Two separately converged, localized self-consistent solutions also need care. Their energies can cross with zero difference, so that difference is not $G$. The coupling then requires their overlap and off-diagonal Hamiltonian element.

Three other failures can be recognized in a scan. A third state approaching the lower pair spoils the two-site picture: (1) still holds as algebra, but $D$ and $V$ no longer describe the two sites alone. Nearly equal eigenvalues of the projected position matrix leave the diabatic states poorly defined. Inconsistent atom labels add strain unrelated to hole transfer. A uniform shift between endpoints adds path length but no strain. The numerical output below gives the remaining digits.

## Calculated quantities

```
Local stiffness K: 1000 eV/nm^2; bending: 200 eV/nm^2
Hole-lattice force F: 40 eV/nm; site offset: 0.10 eV
Direct hopping t0: 0.10 eV; decay length: 0.05 nm
Bridge hopping: 0.40 eV; bridge level: 3.0 eV
O-O distance: 0.28 nm; temperature: 300 K
Masses x, y: 16, 8 u; kT: 0.02585 eV
Polaron A x1, x2, y: 0.03939, 0.00027, -0.00168 nm
Polaron B x1, x2, y: 0.00035, 0.03928, -0.00193 nm
Saddle x1, x2, y: 0.01800, 0.02119, -0.01255 nm
Relaxed energy B minus A: 0.0976 eV
Diabatic difference D at A, B: -1.6456, 1.4404 eV
Minority populations at A, B: 0.00770, 0.00999
Extracted reorganization energy: 1.5708 eV
Bare F^2/K: 1.6000 eV; diabatic bias: 0.0994 eV
Path: s at crossing; half min gap, V at crossing,
      crossing energy, barrier (all four in eV)
straight: 0.5333; 0.1444, 0.1444, 0.4567, 0.3126
undistorted: 0.5321; 0.1502, 0.1502, 0.7978, 0.6861
compressed: 0.5333; 0.1946, 0.1946, 0.5041, 0.3098
stretched: 0.5333; 0.1107, 0.1107, 0.4887, 0.3782
skewed: 0.5333; 0.1510, 0.1533, 0.4600, 0.3067
via saddle: 0.4918; 0.1686, 0.1687, 0.4719, 0.3037
Straight-path barrier from formula: 0.3120 eV
Straight-path V from bridge formula: 0.1464 eV
Bridge part of that V: 0.0427 eV
Largest diabatization disagreement: 0.022 meV
Largest energy-only error in D: 0.705 meV
Undistorted-path seam cost, formula: 0.3504 eV
Skewed-path slopes D', V': 3.0875, 0.2748 eV
Skewed-path half gap from formula: 0.1509 eV
Six images, raw half gap: 0.1774 eV
Six images, interpolated half gap: 0.1444 eV
Saddle barrier: 0.3037 eV
Stability parameter a: 0.2000; limit: 0.3679
Saddle y from Lambert formula: -0.01296 nm
Straight minus saddle barrier: 0.0089 eV
Same difference from formula: 0.0094 eV
Boltzmann factor of that difference: 1.410
Phonon quanta x, y: 0.0511, 0.0323 eV
Barrier-top quantum: 0.0969 eV
Parabolic tunnelling factor: 1.962
Landau-Zener stay probability: 0.99987
O-O spread: 0.01207 nm; spread/decay: 0.241
Tilt at 1 MV/cm: 0.0280 eV
Barrier change from this tilt: -0.0145 eV
Cubic parameter: 1.0 1/nm; barrier change: 0.0257 eV
```
